**Regularized leapfrog and fixed-step Verlet on eccentric Kepler orbits**

The program compares Levi-Civita and Kustaanheimo-Stiefel leapfrog with velocity Verlet for H = v²/2 − Z/r in atomic units. Here e is the eccentricity, a the semi-major axis, N the number of steps per revolution, s the fictitious time with dt = r ds, and η = π/(2N). It asserts the regularized energy law (H−E)/|E| = η²(1−r₀/r), position and time bounds at equal s for eccentricities up to 0.999999, and second-order convergence in the example. It also asserts agreement of the exact oscillator solution with an adaptive integration of Newton's equation, agreement between the planar and spatial variables, and the leading Verlet energy and precession formulas on resolved orbits. For N = 200 and e = 0.995, the largest relative energy error from pericentre is 6.2 × 10⁻⁵ with regularization and 3.9 × 10⁵ with Verlet. Bringing the Verlet energy error at apocentre down to the regularized ceiling would take about 1.6 × 10⁷ Verlet steps per revolution. The output also shows two limits: an apocentre start raises the regularized energy error to 2.4 × 10⁻², and comparison at equal physical time gives a position error of up to 0.62 bohr.

## Program and output

```python
"""Regularized leapfrog against fixed-step Verlet for the Kepler-Coulomb orbit.
Result under test: with N steps per revolution, leapfrog in Levi-Civita (LC)
or Kustaanheimo-Stiefel (KS) variables has O(1/N^2) position and time errors,
at equal fictitious time s, uniform in eccentricity e. Its energy error is
|E| eta^2 (1-r0/r), eta = pi/(2N). The resolved Verlet energy error grows
as (1-e)^-4. Atomic units: H = v^2/2 - Z/r, dt = r ds, x = u^2 (LC).
a: semi-major axis, T: period, E: energy, omega = sqrt(-E/2).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

Z = 1.0
action = 10.0
ang_mom = 1.0
a = action**2 / Z
E_orbit = -Z / (2 * a)
T = 2 * np.pi * np.sqrt(a**3 / Z)
omega = np.sqrt(-E_orbit / 2)
e_example = np.sqrt(1 - (ang_mom / action)**2)
N = 200
eta2 = (np.pi / (2 * N))**2
theta = 2 * np.arcsin(np.sqrt(eta2))
h_s = np.pi / (N * omega)


def kepler_state(e, anomaly):
    """Exact complex position and velocity at an eccentric anomaly."""
    b = a * np.sqrt((1 - e) * (1 + e))
    r = a * (1 - e * np.cos(anomaly))
    x = a * (np.cos(anomaly) - e) + 1j * b * np.sin(anomaly)
    v = (-a * np.sin(anomaly) + 1j * b * np.cos(anomaly)) * np.sqrt(Z / a) / r
    return x, v


def kepler_position(e, anomaly):
    b = a * np.sqrt((1 - e) * (1 + e))
    return a * (np.cos(anomaly) - e) + 1j * b * np.sin(anomaly)


def oscillator_leapfrog(u, w, energy, h, steps):
    """Kick-drift-kick for u''=(energy/2)u and t'=|u|^2; w is u'."""
    t = 0.0
    us, ws, ts = [u], [w], [t]
    for _ in range(steps):
        w = w + h * energy * u / 4
        t += h * np.sum(np.abs(u)**2) / 2
        u = u + h * w
        w = w + h * energy * u / 4
        t += h * np.sum(np.abs(u)**2) / 2
        us.append(u)
        ws.append(w)
        ts.append(t)
    return np.array(us), np.array(ws), np.array(ts)


def lc_run(e, start, steps, h=h_s):
    """LC leapfrog; the known energy avoids cancellation at small r."""
    x, v = kepler_state(e, start)
    u = np.sqrt(complex(x))
    w = np.conj(u) * v / 2
    return oscillator_leapfrog(u, w, E_orbit, h, steps)


def physical_energy(x, v):
    return np.abs(v)**2 / 2 - Z / np.abs(x)


def verlet(e, h, steps):
    """Velocity Verlet in physical time from pericentre."""
    x, v = (complex(c) for c in kepler_state(e, 0.0))
    xs, vs = [x], [v]
    force = -Z * x / abs(x)**3
    for _ in range(steps):
        v += h * force / 2
        x += h * v
        force = -Z * x / abs(x)**3
        v += h * force / 2
        xs.append(x)
        vs.append(v)
    return np.array(xs), np.array(vs)


def apsidal_bracket(e):
    return (1 + 2*e) / (1 - e)**4 - (1 - 2*e) / (1 + e)**4


# Transformation: integrate Newton's equation and ds/dt, then compare.
def newton(t, y):
    r = np.hypot(y[0], y[1])
    return [y[2], y[3], -Z*y[0]/r**3, -Z*y[1]/r**3, 1/r]


x0, v0 = kepler_state(0.9, 0.0)
sol = solve_ivp(newton, (0, 0.37 * T), [x0.real, x0.imag, v0.real, v0.imag, 0],
                method="DOP853", rtol=1e-12, atol=1e-12)
s_end = sol.y[4, -1]
u0 = np.sqrt(x0)
w0 = np.conj(u0) * v0 / 2
u_end = u0*np.cos(omega*s_end) + w0*np.sin(omega*s_end)/omega
x_end = sol.y[0, -1] + 1j * sol.y[1, -1]
map_error = abs(u_end**2 - x_end)
assert map_error < 1e-6 * a
assert abs(kepler_position(0.9, 2*omega*s_end) - x_end) < 1e-6 * a
t_end = T/(2*np.pi)*(2*omega*s_end - 0.9*np.sin(2*omega*s_end))
assert abs(t_end - 0.37*T) < 1e-7 * T

# Uniform LC errors from pericentre, including nearly radial orbits.
table = []
for e in (0.3, 0.5, 0.9, 0.99, e_example, 0.9999, 0.999999):
    u, w, t = lc_run(e, 0.0, 3 * N)
    n = np.arange(3 * N + 1)
    x, v = u**2, 2 * w / np.conj(u)
    r = np.abs(x)
    rel_energy = (physical_energy(x, v) - E_orbit) / abs(E_orbit)
    # Roundoff of order epsilon*Z in r*(H-E) is divided by r*|E| = Z*r/(2a).
    rounding = 1e-9 + 1000*np.finfo(float).eps*2*a/r
    identity_defect = np.abs(rel_energy - eta2*(1 - r[0]/r))
    assert np.all(identity_defect < rounding)
    assert np.max(np.abs(rel_energy)) < eta2 + 1e-8
    q, Q = a * (1 - e), a * (1 + e)
    Q_num = Q / (1 - eta2)
    dx = np.abs(x - kepler_position(e, 2*np.pi*n/N))
    bound = 2*n*a*(theta - np.pi/N) + Q*eta2/(1 - eta2)
    assert np.all(dx <= bound + 1e-8*a)
    a_num, c_num = (Q_num + q)/2, (Q_num - q)/2
    t_formula = h_s*(a_num*n - c_num*np.sin(2*n*theta)/(2*np.tan(theta)))
    assert np.max(np.abs(t - t_formula)) < 1e-8 * T
    phase = 2*np.pi*n/N
    t_true = T/(2*np.pi)*(phase - e*np.sin(phase))
    dt_max = np.max(np.abs(t - t_true)[:N+1]) / T
    assert dt_max < 1.6 * eta2
    dx_max = np.max(dx[:N+1]) / a
    assert dx_max < 3.1 * eta2
    xv, vv = verlet(e, T/N, N)
    verlet_max = np.max(np.abs(physical_energy(xv, vv)-E_orbit))/abs(E_orbit)
    lc_max = np.max(np.abs(rel_energy[:N+1]))
    if e >= 0.9:
        assert verlet_max > 100 * lc_max
    table.append((e, verlet_max, lc_max, dx_max, dt_max))
radial_e, radial_defect = e, np.max(identity_defect)

# Second-order convergence of the example's position error.
errors = []
for count in (N, 2*N):
    u, w, t = lc_run(e_example, 0.0, count, np.pi/(count*omega))
    exact = kepler_position(e_example, 2*np.pi*np.arange(count+1)/count)
    errors.append(np.max(np.abs(u**2 - exact)))
convergence = errors[0] / errors[1]
assert abs(convergence - 4) < 0.05

# Start dependence: physical and regularized energy errors differ.
for start in (1.0, np.pi):
    u, w, t = lc_run(e_example, start, N)
    x, v = u**2, 2*w/np.conj(u)
    r = np.abs(x)
    defect = physical_energy(x, v) - E_orbit
    assert np.allclose(defect/abs(E_orbit), eta2*(1-r[0]/r), rtol=0, atol=1e-9)
    weighted = np.max(np.abs(r * defect / Z))
    assert weighted < 1.01 * eta2
    apocentre_error = np.max(np.abs(defect)) / abs(E_orbit)

# A collision orbit passes through the nucleus without a singular force in u.
u, w, t = lc_run(1.0, np.pi, N)
angles = np.pi + 2*np.pi*np.arange(N+1)/N
collision_error = np.max(np.abs(u**2 - kepler_position(1.0, angles)))/a
collision_rmin = np.min(np.abs(u)**2)
assert collision_error < 3.1 * eta2

# All LC points of fifty revolutions lie on one conic focused at the nucleus.
u, w, t = lc_run(0.5, 1.0, 50*N)
x = u**2
design = np.column_stack((np.ones(len(x)), x.real, x.imag))
fit = np.linalg.lstsq(design, np.abs(x), rcond=None)[0]
conic_residual = np.max(np.abs(design @ fit - np.abs(x)))
assert conic_residual < 1e-8 * a


# KS in space, with both inversion branches.
def ks_matrix(u):
    p, q, r, s = u
    return np.array([[p, -q, -r, s], [q, p, -s, -r],
                     [r, s, p, q], [s, -r, q, -p]])


def ks_inverse(x):
    r = np.linalg.norm(x)
    if x[0] >= 0:
        p = np.sqrt((r + x[0])/2)
        return np.array([p, x[1]/(2*p), x[2]/(2*p), 0.0])
    q = np.sqrt((r - x[0])/2)
    return np.array([x[1]/(2*q), q, 0.0, x[2]/(2*q)])


x0, v0 = kepler_state(e_example, 1.0)
u, w, t_lc = lc_run(e_example, 1.0, 2*N)
planar = np.column_stack(((u**2).real, (u**2).imag, np.zeros(2*N+1)))
tilt = Rotation.from_euler("xyz", [0.7, 0.4, 0.3])
branches = set()
ks_difference = 0.0
bilinear_max = 0.0
for rotation in (tilt, Rotation.from_euler("z", np.pi)*tilt):
    x3 = rotation.apply([x0.real, x0.imag, 0])
    v3 = rotation.apply([v0.real, v0.imag, 0])
    branches.add(bool(x3[0] >= 0))
    u4 = ks_inverse(x3)
    w4 = ks_matrix(u4).T @ np.append(v3, 0) / 2
    energy = np.dot(v3, v3)/2 - Z/np.linalg.norm(x3)
    us, ws, ts = oscillator_leapfrog(u4, w4, energy, h_s, 2*N)
    ks_points = np.array([(ks_matrix(c) @ c)[:3] for c in us])
    difference = np.max(np.abs(ks_points - rotation.apply(planar)))
    ks_difference = max(ks_difference, difference)
    bilinear = max(abs((ks_matrix(c) @ d)[3]) for c, d in zip(us, ws))
    bilinear_max = max(bilinear_max, bilinear)
    assert np.max(np.abs(ts - t_lc)) < 1e-8*T
assert branches == {True, False}
assert ks_difference < 1e-8*a and bilinear_max < 1e-9

# Resolved Verlet energy errors at apocentre and along a whole half orbit.
N_fine = 20000
verlet_rows = []
for e in (0.5, 0.8, 0.9):
    h = T/N_fine
    x, v = verlet(e, h, N_fine//2)
    change = physical_energy(x, v) - E_orbit
    r = np.abs(x)
    radial = (np.conj(x)*v).real
    curvature = Z*(np.abs(v)**2/r**3 - 3*radial**2/r**5)
    G = curvature/12 - Z**2/(24*r**4)
    predicted_change = -h**2*(G-G[0])
    assert np.max(np.abs(change-predicted_change)) < 0.02*np.max(np.abs(change))
    measured = change[-1]/abs(E_orbit)
    predicted = np.pi**2/(3*N_fine**2)*apsidal_bracket(e)
    assert abs(measured/predicted-1) < 0.01
    verlet_rows.append((e, measured, predicted))

# False rotation of the Verlet ellipse, measured at an apocentre.
N_prec, e_prec = 1000, 0.5
x, v = verlet(e_prec, T/N_prec, 11*N_prec)
index = 10*N_prec + np.argmax(np.abs(x[10*N_prec:]))
L = (np.conj(x[index])*v[index]).imag
ecc_vector = -1j*L*v[index]/Z - x[index]/abs(x[index])
precession = np.angle(ecc_vector)/10.5
precession_formula = (-np.pi**3*(4+e_prec**2)
                      / (2*N_prec**2*(1-e_prec**2)**3))
assert abs(precession/precession_formula-1) < 0.02

# Verlet step count that matches the LC energy-error ceiling in the example.
N_match = int(np.ceil(N*np.sqrt(4*apsidal_bracket(e_example)/3)))
x, v = verlet(e_example, T/N_match, 40000)
matched_error = (physical_energy(x[-1], v[-1])-E_orbit)/abs(E_orbit)
match_radius = abs(x[-1])
assert abs(matched_error/eta2-1) < 0.01

# Equal physical time is a harder comparison near pericentre.
u, w, t = lc_run(e_example, 0.0, N)
equal_time = []
for position, time in zip(u**2, t):
    mean = 2*np.pi*time/T
    anomaly = brentq(lambda z: z-e_example*np.sin(z)-mean, -1, 4*np.pi,
                     xtol=1e-13)
    equal_time.append(abs(position-kepler_position(e_example, anomaly)))
equal_time_max = max(equal_time)
assert equal_time_max > 10*errors[0]

q_example = a*(1-e_example)
v_peri = ang_mom/q_example
au_time = constants.physical_constants["atomic unit of time"][0]
print(f"Z = {Z:.0f}; total action = {action:.0f} hbar; L = {ang_mom:.0f} hbar")
print(f"semi-major axis = {a:.3f} bohr; energy = {E_orbit:.6f} hartree")
print(f"example eccentricity = {e_example:.8f}")
print(f"pericentre = {q_example:.6f} bohr; speed there = {v_peri:.6f} a.u.")
print(f"apocentre = {a*(1+e_example):.6f} bohr")
print(f"period = {T:.4f} a.u. = {T*au_time*1e15:.4f} fs")
print(f"steps per revolution N = {N}; Verlet step = {T/N:.6f} a.u.")
print(f"omega = {omega:.8f} a.u.; LC step h = {h_s:.8f} a.u.")
print(f"eta^2 = {eta2:.8e}; theta = {theta:.10f} rad")
print(f"Verlet h*sqrt(Z/q^3) = {T/N*np.sqrt(Z/q_example**3):.4f}")
print("First revolution, pericentre start, maximum errors:")
print("e, Verlet dE/|E|, LC dE/|E|, LC dx/a, LC dt/T (equal s)")
for row in table:
    print(f"{row[0]:.6f} {row[1]:.4e} {row[2]:.4e} {row[3]:.4e} {row[4]:.4e}")
print(f"LC energy identity, e={radial_e}: max defect = {radial_defect:.2e}")
print(f"LC position error, N={N}: {errors[0]:.6e} bohr")
print(f"LC position error, N={2*N}: {errors[1]:.6e} bohr")
print(f"ratio of these errors = {convergence:.5f}")
print(f"LC apocentre start: max dE/|E| = {apocentre_error:.6e}")
print(f"LC apocentre start: max r|dE|/Z = {weighted:.6e}")
print(f"LC equal-time max position error = {equal_time_max:.6f} bohr")
print(f"LC time after N steps minus T = {t[-1]-T:.6f} a.u.")
print(f"collision orbit: max dx/a at equal s = {collision_error:.6e}")
print(f"collision orbit: smallest sampled r = {collision_rmin:.4e} bohr")
print(f"LC fixed-conic residual, 50 turns = {conic_residual:.2e} bohr")
print(f"KS-LC position difference = {ks_difference:.2e} bohr")
print(f"KS bilinear constraint, largest value = {bilinear_max:.2e} a.u.")
print(f"Newton-LC map difference, e=0.9 = {map_error:.2e} bohr")
print(f"Verlet at apocentre, N={N_fine}: e, measured, formula dE/|E|")
for row in verlet_rows:
    print(f"{row[0]:.2f} {row[1]:.6e} {row[2]:.6e}")
print(f"Verlet precession, e={e_prec}, N={N_prec}, rad per turn:")
print(f"measured {precession:.6e}; formula {precession_formula:.6e}")
print(f"Verlet steps per turn to match LC energy = {N_match}")
print(f"step-count ratio Verlet/LC = {N_match/N:.1f}")
print(f"checked Verlet dE/|E| = {matched_error:.6e}")
print(f"that check: 40000 steps, out to r = {match_radius:.4f} bohr")
print("checks complete")
```

It prints:

```
Z = 1; total action = 10 hbar; L = 1 hbar
semi-major axis = 100.000 bohr; energy = -0.005000 hartree
example eccentricity = 0.99498744
pericentre = 0.501256 bohr; speed there = 1.994987 a.u.
apocentre = 199.498744 bohr
period = 6283.1853 a.u. = 151.9830 fs
steps per revolution N = 200; Verlet step = 31.415927 a.u.
omega = 0.05000000 a.u.; LC step h = 0.31415927 a.u.
eta^2 = 6.16850275e-05; theta = 0.0157081248 rad
Verlet h*sqrt(Z/q^3) = 88.5238
First revolution, pericentre start, maximum errors:
e, Verlet dE/|E|, LC dE/|E|, LC dx/a, LC dt/T (equal s)
0.300000 5.3710e-04 2.8472e-05 8.9012e-05 3.7013e-05
0.500000 2.6894e-03 4.1125e-05 1.0060e-04 4.1126e-05
0.900000 4.0906e+00 5.8439e-05 1.2373e-04 4.9352e-05
0.990000 2.4873e+04 6.1375e-05 1.2893e-04 5.1202e-05
0.994987 3.9124e+05 6.1530e-05 1.2922e-04 5.1305e-05
0.999900 2.4674e+12 6.1682e-05 1.2950e-04 5.1406e-05
0.999999 2.4674e+20 6.1685e-05 1.2951e-04 5.1408e-05
LC energy identity, e=0.999999: max defect = 4.02e-09
LC position error, N=200: 1.292196e-02 bohr
LC position error, N=400: 3.230343e-03 bohr
ratio of these errors = 4.00018
LC apocentre start: max dE/|E| = 2.448728e-02
LC apocentre start: max r|dE|/Z = 6.137582e-05
LC equal-time max position error = 0.617731 bohr
LC time after N steps minus T = 0.322358 a.u.
collision orbit: max dx/a at equal s = 4.949388e-05
collision orbit: smallest sampled r = 5.2162e-08 bohr
LC fixed-conic residual, 50 turns = 1.14e-12 bohr
KS-LC position difference = 1.45e-12 bohr
KS bilinear constraint, largest value = 5.20e-16 a.u.
Newton-LC map difference, e=0.9 = 1.31e-09 bohr
Verlet at apocentre, N=20000: e, measured, formula dE/|E|
0.50 2.631895e-07 2.631895e-07
0.80 1.336561e-05 1.336556e-05
0.90 2.302986e-04 2.302913e-04
Verlet precession, e=0.5, N=1000, rad per turn:
measured -1.561638e-04; formula -1.561798e-04
Verlet steps per turn to match LC energy = 15893278
step-count ratio Verlet/LC = 79466.4
checked Verlet dE/|E| = 6.168617e-05
that check: 40000 steps, out to r = 9.8154 bohr
checks complete
```
